\section*{Why a thin line needs its own temperature coefficient of resistance}

\section{The decision: which coefficient converts resistance to temperature}

A current heats an interconnect line, its resistance rises by a few per cent, and the rise has to be converted into a temperature. The usual relation is
\begin{equation}
R(T)=R(T_0)\,[1+\alpha\,(T-T_0)],\qquad
\alpha=\frac{1}{R}\frac{dR}{dT}\bigg|_{T_0}.
\label{eq:linear}
\end{equation}
One must decide whether to insert the temperature coefficient of resistance (TCR) of the bulk metal or to measure $\alpha$ on the line itself. The bulk value would be right if $\alpha$ were a constant of the metal. The following case shows that it is not, and that the error can be a factor of three.

The dimensions of the conductor are held fixed, so that $R=\rho L/A$, with length $L$ and cross-section $A$, gives
\begin{equation}
\frac{1}{R}\frac{dR}{dT}=\frac{L\rho'/A}{L\rho/A}=\frac{\rho'}{\rho},
\end{equation}
where a prime denotes $d/dT$. The TCR of resistance and that of resistivity then coincide. Thermal expansion, left out here, would add the expansion coefficient of $L$ and subtract that of $A$.

\section{A counter-example}

\subsection{The bulk metal}

Take a model metal whose bulk resistivity $\rho_b$ comes from phonons alone and follows the Bloch--Gr\"uneisen law
\begin{equation}
\rho_b(T)=B\left(\frac{T}{\Theta}\right)^{5}\int_0^{\Theta/T}j(x)\,dx,\qquad j(x)=\frac{x^5}{4\sinh^2(x/2)},
\end{equation}
with Debye temperature $\Theta=300$ K and $B$ set so that $\rho_b=2\ \mu\Omega\,$cm at $T_0=300$ K. Temperature enters through the prefactor and through the upper limit, whose derivative is $-\Theta/T^2$. Hence
\begin{equation}
\rho_b'=\frac{5\rho_b}{T}-B\left(\frac{T}{\Theta}\right)^5 j\!\left(\frac{\Theta}{T}\right)\frac{\Theta}{T^2}.
\end{equation}
At 300 K this is $0.007393\ \mu\Omega\,$cm/K, so
\begin{equation}
\alpha_b=\frac{0.007393}{2.000}\ \text{K}^{-1}=3.70\times10^{-3}\ \text{K}^{-1}.
\end{equation}

The size can be understood from the high-temperature expansion. For small $x$, $4\sinh^2(x/2)=x^2(1+x^2/12+\dots)$, so $j=x^3-x^5/12+\dots$ and the integral is $(\Theta/T)^4/4-(\Theta/T)^6/72+\dots$. Therefore
\begin{equation}
\rho_b\simeq\frac{B}{4}\left(\frac{T}{\Theta}-\frac{\Theta}{18T}\right),\qquad
\rho_b'\simeq\frac{B}{4\Theta}\left(1+\frac{\Theta^2}{18T^2}\right).
\label{eq:highT}
\end{equation}
The slope is nearly constant while $\rho_b$ grows, so $\alpha_b$ falls roughly as $1/T$. At 350 K it is $3.09\times10^{-3}\ \text{K}^{-1}$. Even in the bulk, a TCR has a meaning only together with its reference temperature.

\subsection{The line}

Now add defects that scatter isotropically and independently of temperature, contributing $\rho_{\rm res}=4\ \mu\Omega\,$cm. The two mechanisms act independently, so their rates add. Both rates are isotropic, so the resistivities add as well (Matthiessen's rule):
\begin{equation}
\rho=\rho_b+\rho_{\rm res},\qquad \rho'=\rho_b',\qquad
\alpha=\frac{\rho_b'}{\rho_b+\rho_{\rm res}}=\alpha_b\,\frac{\rho_b}{\rho_b+\rho_{\rm res}}.
\label{eq:matt}
\end{equation}
The slope is that of the bulk, but it is divided by a resistivity of $6\ \mu\Omega\,$cm:
\begin{equation}
\alpha=\frac{0.007393}{6.000}\ \text{K}^{-1}=1.23\times10^{-3}\ \text{K}^{-1}=\frac{\alpha_b}{3}.
\end{equation}

Let the line warm by 30 K. Its resistance rises by $3.682\,\%$. Read with the bulk coefficient, this gives
\begin{equation}
\Delta T_{\rm inferred}=\frac{0.03682}{3.6966\times10^{-3}\ \text{K}^{-1}}=9.96\ \text{K},
\end{equation}
one third of the truth. The line's own coefficient gives 29.9 K. The missing 0.1 K is the error of the linear relation \eqref{eq:linear}: by \eqref{eq:highT} the slope decreases slightly with temperature, so the tangent at 300 K overstates the change of resistance per kelvin.

The physical fault in a fixed TCR is now visible. If the line had $\alpha=\alpha_b$ with $\rho=3\rho_b$, its slope would have to be $3\rho_b'$. Each kelvin would have to add three times as much phonon resistivity merely because static defects are present. In this model the defects do not alter the phonon scattering; they raise the background on which it sits.

\section{The correct statement}

Define the slope ratio $s=\rho'/\rho_b'$. From the definition of the TCR alone,
\begin{equation}
\boxed{\;\frac{\alpha}{\alpha_b}=\frac{\rho'/\rho}{\rho_b'/\rho_b}=\frac{s}{\rho/\rho_b}\;}
\label{eq:identity}
\end{equation}
For positive slopes, the TCR is lower in the line if and only if the slope has grown by a smaller factor than the resistivity. A higher resistivity by itself is not enough. If the carrier density were reduced at unchanged scattering rate and mass, $\rho$ and $\rho'$ would grow by the same factor and $\alpha$ would stay at $\alpha_b$.

What remains is to find $s$ for scattering that is not isotropic. I treat a free-electron metal at fixed carrier density $n$, with Fermi speed $v$ and an isotropic bulk relaxation rate $a(T)$ that carries all the temperature dependence. Quantum confinement is left out. Two statements will be proved:
\begin{enumerate}
\item For static bulk-like scattering with a direction-dependent rate, and the current along a symmetry axis of that rate, $s\ge1$ and yet $\alpha<\alpha_b$.
\item For a film with fully diffuse surfaces, $\alpha<\alpha_b$ at every thickness, while $s$ can lie on either side of 1 and grows without bound in the thin limit.
\end{enumerate}

\section{Proof for direction-dependent static scattering}

Let static defects add a rate $\Gamma\ge0$ that depends on the direction of motion, so that the relaxation time is $\tau=1/(a+\Gamma)$. In the relaxation-time solution of the Boltzmann equation each direction contributes to the conductivity in proportion to $v_x^2\tau$, with $x$ along the current. The current is taken along a symmetry axis of $\Gamma$, so that no transverse field arises and the resistivity is the inverse of this conductivity. Let $\langle\cdots\rangle$ be the average over directions with weight $v_x^2$, normalized to one. With $K=ne^2/m$,
\begin{equation}
\frac1\rho=K\langle\tau\rangle,\qquad \frac1{\rho_b}=\frac Ka .
\label{eq:sigma}
\end{equation}
Since $\Gamma$ is static, $d\tau/da=-1/(a+\Gamma)^2=-\tau^2$, and therefore
\begin{equation}
\frac{d\rho}{da}=-\frac{1}{K\langle\tau\rangle^2}\frac{d\langle\tau\rangle}{da}=\frac{\langle\tau^2\rangle}{K\langle\tau\rangle^2},\qquad
\frac{d\rho_b}{da}=\frac1K .
\end{equation}
Multiplying both by $da/dT$ and dividing gives
\begin{equation}
s=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=1+\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ \ge 1 .
\label{eq:var}
\end{equation}
The excess slope is the relative variance of the relaxation time. Static scattering that favours some directions leaves the current to carriers with long $\tau$, and those lose most when the phonon rate rises. Equality holds when $\tau$ is the same in all directions, which is Matthiessen's rule.

For the TCR, \eqref{eq:sigma} gives $\rho_b/\rho=a\langle\tau\rangle$, and \eqref{eq:identity} becomes
\begin{equation}
\frac{\alpha}{\alpha_b}=s\,a\langle\tau\rangle=\frac{\langle a\tau\cdot\tau\rangle}{\langle\tau\rangle}<1,
\end{equation}
because $a\tau=a/(a+\Gamma)\le1$, with strict inequality wherever $\Gamma>0$. The slope may exceed that of the bulk, but it cannot keep pace with the resistivity. The proof uses $a$ only as the total isotropic rate, so the bulk reference may itself contain isotropic impurities; $\alpha_b$ is then the TCR of that impure reference.

\subsection{Grain boundaries across the current}

For boundaries normal to the current, let $\mu$ be the magnitude of the direction cosine along it. The Mayadas--Shatzkes angular form is $\Gamma=v/(\ell_b\mu)$, where the length $\ell_b$ absorbs grain size and reflection strength. With the bulk mean free path $\lambda=v/a$ and $q=\lambda/\ell_b$,
\begin{equation}
a\tau=\frac{1}{1+q/\mu}=\frac{\mu}{\mu+q}.
\end{equation}
The weight $v_x^2\propto\mu^2$ is normalized as $3\mu^2$ on $0<\mu<1$. Polynomial division gives $\mu^3/(\mu+q)=\mu^2-q\mu+q^2-q^3/(\mu+q)$, so
\begin{equation}
\frac{\rho_b}{\rho}=3\int_0^1\frac{\mu^3}{\mu+q}\,d\mu
=1-\frac{3q}{2}+3q^2-3q^3\ln\!\left(1+\frac1q\right).
\end{equation}

For weak boundaries, $\rho\simeq\rho_b(1+3q/2)$. The product
\begin{equation}
C=\rho_b\lambda=\frac{a}{K}\,\frac{v}{a}=\frac{mv}{ne^2}=\frac{\hbar(3\pi^2n)^{1/3}}{ne^2}
\end{equation}
does not depend on temperature. Thus $\rho_bq=C/\ell_b$ is a constant, $\rho\simeq\rho_b+3C/(2\ell_b)$, and the slope is unchanged to first order in $q$. For strong boundaries, $a\tau\to\mu/q$, and
\begin{equation}
s\to\frac{3\int_0^1\mu^4d\mu}{\left(3\int_0^1\mu^3d\mu\right)^2}=\frac{3/5}{9/16}=\frac{16}{15}.
\end{equation}

Between these limits $s$ rises steadily. To see this, put $u=a\tau$ and $h=1/(\mu+q)$, so that $du/dq=-\mu/(\mu+q)^2=-uh$. Then
\begin{equation}
\frac{d\ln s}{dq}=\frac{1}{\langle u^2\rangle}\frac{d\langle u^2\rangle}{dq}-\frac{2}{\langle u\rangle}\frac{d\langle u\rangle}{dq}
=2\left[\frac{\langle uh\rangle}{\langle u\rangle}-\frac{\langle u^2h\rangle}{\langle u^2\rangle}\right].
\end{equation}
Here $u$ increases with $\mu$ and $h$ decreases, so $(u_1-u_2)(h_1-h_2)\le0$ for any two directions. Averaging this over both directions with weight $u_1u_2$ gives $2\langle u^2h\rangle\langle u\rangle-2\langle u^2\rangle\langle uh\rangle\le0$, which makes the bracket non-negative. Hence $1<s<16/15$ for every finite boundary strength. For this angular form the slope stays within 7\,\% of the bulk slope. The bound depends on that form: if the reflection probability were the same at all angles, $\Gamma$ would be proportional to $\mu$, and the strong-boundary limit would be $s\to3/(3/2)^2=4/3$.

For the model metal take $n=8\times10^{28}\ \text{m}^{-3}$. Then $C=68.5\ \mu\Omega\,$cm\,nm and $\lambda=68.45/2.000=34.2$ nm at 300 K. With $\ell_b=20$ nm the resistivity is $6.67\ \mu\Omega\,$cm and $s=1.040$, so
\begin{equation}
\frac{\alpha}{\alpha_b}=1.040\times\frac{2.000}{6.666}=0.312 .
\end{equation}
The slope is 4\,\% above that of the bulk, while the TCR has lost more than two thirds of its bulk value. With $\ell_b=5$ nm the slope ratio is still 1.06, but the TCR ratio is 0.10.

\section{Proof for a film with diffuse surfaces}

Surface scattering is not a rate that acts everywhere in the metal, so the proof above does not cover it. Consider a film of thickness $t$ with the current in its plane (the Fuchs--Sondheimer problem). Let $\mu$ now be the magnitude of the direction cosine along the film normal, and $z$ the distance from the surface the carrier last left. A fully diffuse surface emits carriers without drift. The drift $g$, in units of its bulk value, then obeys
\begin{equation}
\mu\lambda\frac{dg}{dz}+g=1,\quad g(0)=0\quad\Rightarrow\quad g=1-e^{-x},\quad x=\frac{z}{\mu\lambda}.
\end{equation}
Averaged over the azimuth, the in-plane weight $v_x^2$ is proportional to $1-\mu^2$. Let $\langle\cdots\rangle$ now denote the average over $0<\mu<1$ with weight $\frac32(1-\mu^2)$ and over $z$ uniformly across the film. Then $\rho_b/\rho=\langle m_1\rangle$ with $m_1=1-e^{-x}$. With $\kappa=t/\lambda$, the $z$ average of $m_1$ is $1-(\mu/\kappa)(1-e^{-\kappa/\mu})$, and
\begin{equation}
\frac{\rho_b}{\rho}=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu .
\label{eq:fs}
\end{equation}
A direct numerical integration of the Boltzmann equation across films of 20 and 100 nm agrees with this formula.

For the slope, note that $x=az/(\mu v)$ is proportional to $a$, so $dx/da=x/a$. From $1/\rho=(K/a)\langle m_1\rangle$,
\begin{equation}
\frac{d}{da}\frac1\rho=-\frac{K}{a^2}\langle m_1\rangle+\frac{K}{a^2}\langle xe^{-x}\rangle=-\frac{K}{a^2}\langle m_2\rangle,
\end{equation}
with $m_2=1-(1+x)e^{-x}$. Since $d\rho/da=-\rho^2\,d(1/\rho)/da$ and $d\rho_b/da=1/K$,
\begin{equation}
s=K\,\frac{a^2}{K^2\langle m_1\rangle^2}\,\frac{K}{a^2}\langle m_2\rangle=\frac{\langle m_2\rangle}{\langle m_1\rangle^2},\qquad
\frac{\alpha}{\alpha_b}=s\langle m_1\rangle=\frac{\langle m_2\rangle}{\langle m_1\rangle}<1 .
\end{equation}
The inequality follows from $m_2=m_1-xe^{-x}<m_1$. This completes the proof that the TCR falls.

\subsection{Where the slope stops being bulk-like}

In a thick film the exponential in \eqref{eq:fs} can be dropped, and the integral is $\frac12-\frac14=\frac14$. With $c=3/(8\kappa)$ and the constant $b=c\rho_b=3C/(8t)$,
\begin{equation}
\rho\simeq\frac{\rho_b}{1-c}=\frac{\rho_b^2}{\rho_b-b},\qquad
s\simeq\frac{\rho_b^2-2b\rho_b}{(\rho_b-b)^2}=\frac{1-2c}{(1-c)^2}=1-\frac{c^2}{(1-c)^2}.
\end{equation}
To first order in $c$ the surfaces add the constant $b$, as in Matthiessen's rule. The next order puts the slope slightly below that of the bulk. The full formula gives $s=0.985$ at 100 nm and 0.978 at 50 nm. The expansion, which drops the exponential, gives 0.978 at 100 nm, the right sign but too large a deficit, and fails at 50 nm, where it gives 0.88.

In the thin limit $\kappa\to0$, the averages are dominated by directions with $\mu\ll1$, that is, nearly parallel to the surfaces. At fixed $\zeta=z/t$, substitute $\mu=\kappa\zeta/x$. To leading order the factor $1-\mu^2$ may be replaced by 1, and
\begin{equation}
\int_0^1m_i\,d\mu=\kappa\zeta\int_{\kappa\zeta}^\infty\frac{m_i(x)}{x^2}\,dx .
\end{equation}
For $m_2\simeq x^2/2$ at small $x$ the integral converges as its lower limit goes to zero. Integration by parts, with $dm_2/dx=xe^{-x}$ and vanishing boundary terms, gives $\int_0^\infty e^{-x}dx=1$. For $m_1\simeq x$ it grows as $\ln(1/\kappa)$. The average of $\zeta$ is $\frac12$, so
\begin{equation}
\langle m_2\rangle\simeq\tfrac34\kappa,\quad
\langle m_1\rangle\simeq\tfrac34\kappa\ln\frac1\kappa,\quad
s\simeq\frac{4}{3\kappa\ln^2(1/\kappa)},\quad
\frac{\alpha}{\alpha_b}\simeq\frac{1}{\ln(1/\kappa)} .
\end{equation}
The slope ratio diverges while the TCR ratio tends to zero, though only logarithmically. At accessible thicknesses the logarithm is not large, and the full averages are needed. They give $s=1.03$ at 20 nm, 1.16 at 10 nm, 1.41 at 5 nm and 2.02 at 2 nm, with TCR ratios 0.57, 0.46, 0.38 and 0.29. The 2 nm entry shows the trend of this semiclassical model; confinement, which it omits, may matter there. A bulk-like slope is thus a good approximation for the 20 nm film and a poor one for the 5 nm film.

\section{What can be extracted from a measured line}

For thermometry, the line's own $\alpha$ should be calibrated at a current low enough not to heat it. To first order in the true rise $\Delta T$, the bulk coefficient returns $\Delta T\,\alpha/\alpha_b$. For $\Delta T=30$ K this first-order estimate is 9.4 K and 17.2 K for the two conductors below. With the full change of resistance, the bulk coefficient gives 9.3 K for the line with $\ell_b=20$ nm and 17.1 K for the 20 nm film; their own coefficients give 29.9 K and 29.7 K.

The slope serves a different purpose: it measures the cross-section. Since $R'=L\rho'/A=Ls\rho_b'/A$, setting $s=1$ yields the estimates
\begin{equation}
A_{\rm est}=\frac{L\rho_b'}{R'}=\frac{A}{s},\qquad
\rho_{\rm est}=\frac{\rho_b'}{\alpha}=\frac{\rho_b'\rho}{s\rho_b'}=\frac{\rho}{s}.
\label{eq:extract}
\end{equation}
The second needs no geometry at all. For the grain-boundary line the area comes out at 0.962 of its true value, and the resistivity as $6.41$ instead of $6.67\ \mu\Omega\,$cm. For the 20 nm film the area ratio is 0.972. Using the bulk resistivity instead, $A=L\rho_b/R$, would give 0.30 and 0.56 of the true areas. For these two conductors the slope is the better handle on geometry, because $s$ is close to 1. In very thin films this accuracy is lost: at 5 nm, where $s=1.41$, the slope would give only 0.71 of the true area. These values of $s$ belong to a film, which has two surfaces; a narrow line also has side walls. With $x$ taken as the path length back to the nearest wall in units of $\lambda$, the proof that $\alpha<\alpha_b$ carries over, but the numbers do not: a square wire with diffuse walls has $s=0.96$ at 20 nm width and $1.12$ at 5 nm.

The two quantities also separate two causes of a high resistance. At a given resistivity, a cross-section smaller than assumed raises $R$ and $R'$ by the same factor and leaves $\alpha$ unchanged. The static scattering treated here, compared with the bulk metal, raises $R$ by a larger factor than $R'$ and lowers $\alpha$. This does not rank two lines by their amount of scattering: if the scattering depends on direction, the conductor with the higher resistivity can have the higher $\alpha$. The 5 nm film has $\rho=\rho_b\,s\,\alpha_b/\alpha=7.5\ \mu\Omega\,$cm and a TCR ratio of 0.38, against $6.67\ \mu\Omega\,$cm and 0.31 for the line with $\ell_b=20$ nm. A low TCR therefore cannot be explained by an error in the geometric factor $L/A$ alone. In a thin film, however, a thickness smaller than assumed also means stronger surface scattering, and lowers $\alpha$ in that way.

These readings rest on the metal carrying all the current and on its phonon resistivity being that of the bulk. A parallel liner of constant resistance that carries a fraction $f$ of the current multiplies $R'$ by $(1-f)^2$; with $f=0.05$ this alone raises the area estimate by 11\,\%. If the phonon spectrum or the electron--phonon coupling differs in the line, $\rho_b'$ in \eqref{eq:extract} is the wrong reference, and $s$ can depart from 1 for reasons not treated here. The identity \eqref{eq:identity} still holds, but the sign of the change in TCR must then be found from the actual slope. Thermometry with the line's own calibrated coefficient does not depend on these assumptions. The numerical output lists the values for all three conductors and for the sweeps over residual resistivity, boundary length and film thickness.

\section*{Calculated quantities}
\begin{verbatim}
carrier density = 8.0e+28 m^-3
Debye temperature = 300 K
reference temperature = 300 K
rho*lambda = 68.45 micro-ohm cm nm
bulk mean free path = 34.23 nm
bulk resistivity = 2.000 micro-ohm cm
bulk slope = 0.007393 micro-ohm cm/K
bulk TCR at 300 K = 3.6966 1e-3/K
bulk TCR at 350 K = 3.0871 1e-3/K
true temperature rise = 30 K
isotropic residual (micro-ohm cm): TCR (1e-3/K)
  1: 2.4644
  2: 1.8483
  4: 1.2322
  8: 0.7393
isotropic residual 4 micro-ohm cm
  resistivity = 6.0000 micro-ohm cm
  slope = 0.007393 micro-ohm cm/K, s = 1.0000
  TCR = 1.2322 1e-3/K
  TCR / bulk TCR = 0.3333
  resistance change = 3.682 %
  rise from bulk TCR = 9.96 K
  rise from own TCR = 29.88 K
  area from slope / true area = 1.0000
  area from bulk rho / true = 0.3333
  rho from TCR = 6.0000 micro-ohm cm
grain boundaries, l_b = 20 nm
  resistivity = 6.6663 micro-ohm cm
  slope = 0.007689 micro-ohm cm/K, s = 1.0400
  TCR = 1.1534 1e-3/K
  TCR / bulk TCR = 0.3120
  resistance change = 3.444 %
  rise from bulk TCR = 9.32 K
  rise from own TCR = 29.86 K
  area from slope / true area = 0.9616
  area from bulk rho / true = 0.3000
  rho from TCR = 6.4102 micro-ohm cm
diffuse film, t = 20 nm
  resistivity = 3.5790 micro-ohm cm
  slope = 0.007606 micro-ohm cm/K, s = 1.0288
  TCR = 2.1252 1e-3/K
  TCR / bulk TCR = 0.5749
  resistance change = 6.314 %
  rise from bulk TCR = 17.08 K
  rise from own TCR = 29.71 K
  area from slope / true area = 0.9720
  area from bulk rho / true = 0.5588
  rho from TCR = 3.4788 micro-ohm cm
grain boundaries, l_b (nm): s, TCR ratio
  100: 1.0128, 0.6823
  20: 1.0400, 0.3120
  5: 1.0575, 0.1038
diffuse film, t (nm): s, TCR ratio
  100: 0.9853, 0.8601
  50: 0.9780, 0.7463
  20: 1.0288, 0.5749
  10: 1.1582, 0.4631
  5: 1.4064, 0.3755
  2: 2.0186, 0.2920
\end{verbatim}
